# Self-energy pole and subband weights in the split-band CPA: verification in Python

```python
"""
Coherent potential approximation (CPA) for a binary alloy, diagonal disorder.
Result under test: for a centred host band of variance m2, the self-energy
has a simple pole at z0 = (1-c)*eA + c*eB, with residue Q - m2, exactly when
Q = c*(1-c)*(eB-eA)**2 exceeds m2. Any gap separates weights c and 1-c.
Symbols: c = concentration of A; eA < eB = site energies; z = energy;
sigma = self-energy; w = z - sigma; F = averaged local Green function;
u = sigma + 1/F = energy minus the hybridization of a site with its medium.
Energies are in units of D, the half-width of the host band.
"""
import numpy as np
import sympy as sp

SKEW = 0.8
theta = (np.arange(4000) + 0.5) * np.pi / 4000


def root(w):
    return np.sqrt(w - 1) * np.sqrt(w + 1)


def semicircle(w):
    return 2 / (w + root(w))


def chain(w):
    return 1 / root(w)


def skewed(w):
    x = w + SKEW / 4
    return (1 + SKEW * x) * semicircle(x) - SKEW


# Each host: closed Green function, sampled energies, normalized weights.
sin2 = 2 * np.sin(theta) ** 2
hosts = {
    "semicircle": (semicircle, np.cos(theta), sin2 / theta.size),
    "chain": (chain, np.cos(theta), np.ones(theta.size) / theta.size),
    "skewed": (skewed, np.cos(theta) - SKEW / 4,
               sin2 * (1 + SKEW * np.cos(theta)) / theta.size),
}
variance = {}
for name, (green, energy, weight) in hosts.items():
    assert abs(weight.sum() - 1) < 1e-12
    assert abs((weight * energy).sum()) < 1e-12
    variance[name] = (weight * energy**2).sum()
    for w in (0.3 + 0.7j, -1.4 + 0.2j):
        assert abs((weight / (w - energy)).sum() - green(w)) < 1e-10


def solve_cpa(z, green, c, eA, eB):
    """Iterate: embed each species in the medium, average, update sigma."""
    z = np.atleast_1d(np.asarray(z, dtype=complex))
    sigma = c * eA + (1 - c) * eB - 1j * np.sign(z.imag)
    for _ in range(5000):
        F = green(z - sigma)
        u = sigma + 1 / F
        average = c / (u - eA) + (1 - c) / (u - eB)
        new = u - 1 / average
        change = np.max(np.abs(new - sigma) / (1 + np.abs(sigma)))
        sigma = new
        if change < 1e-12:
            break
    F = green(z - sigma)
    u = sigma + 1 / F
    average = c / (u - eA) + (1 - c) / (u - eB)
    assert np.max(np.abs(average - F)) < 1e-8
    upper = z.imag > 0
    assert np.all(sigma[upper].imag < 1e-8)
    assert np.all(u[upper].imag > z[upper].imag - 1e-8)
    return sigma, F, u


def circle(centre, radius, n=400):
    angle = 2 * np.pi * (np.arange(n) + 0.5) / n
    return centre + radius * np.exp(1j * angle)


# Exact algebra of the averaged two-level Green function.
cs, a, b, us = sp.symbols("c a b u")
two_level = cs / (us - a) + (1 - cs) / (us - b)
pole_form = (cs * a + (1 - cs) * b
             + cs * (1 - cs) * (b - a)**2 / (us - (1 - cs) * a - cs * b))
assert sp.simplify(us - 1 / two_level - pole_form) == 0

c, eA, eB = 0.2, -1.0, 2.0
z0 = (1 - c) * eA + c * eB
Q = c * (1 - c) * (eB - eA) ** 2

# Pole position, residue and lower-subband weight from contour integrals.
found = {}
for name, (green, energy, weight) in hosts.items():
    z = circle(z0, 0.05)
    sigma, F, u = solve_cpa(z, green, c, eA, eB)
    residue = np.mean(sigma * (z - z0)).real
    position = (np.mean(z * sigma * (z - z0)) / residue).real
    assert abs(position - z0) < 1e-7
    assert abs(residue - (Q - variance[name])) < 1e-7
    left, right = -3.0, z0 + 0.2
    centre = (left + right) / 2
    z = circle(centre, (right - left) / 2)
    sigma, F, u = solve_cpa(z, green, c, eA, eB)
    lower = np.mean(F * (z - centre)).real
    on_A = np.mean(c / (u - eA) * (z - centre)).real
    assert abs(lower - c) < 1e-7
    assert 0 < on_A < lower
    found[name] = (position, residue, lower, on_A / lower)

# The pole appears only when Q exceeds the host variance.
for name, (green, energy, weight) in hosts.items():
    critical = np.sqrt(variance[name] / (c * (1 - c)))
    for factor in (0.9, 1.5):
        split = factor * critical
        eta = 1e-3
        point = eA + c * split + 1j * eta
        sigma = solve_cpa(point, green, c, eA, eA + split)[0][0]
        strength = (1j * eta * sigma).real
        if factor < 1:
            assert abs(strength) < 0.02
        else:
            expected = c * (1 - c) * split**2 - variance[name]
            assert abs(strength / expected - 1) < 0.01


# Phase function: its derivative is F, its phase in a gap counts states.
def phase_function(z, name):
    green, energy, weight = hosts[name]
    sigma, F, u = solve_cpa(z, green, c, eA, eB)
    host_part = (weight * np.log(z - sigma[0] - energy)).sum()
    return (host_part + np.log(F[0]) + c * np.log(u[0] - eA)
            + (1 - c) * np.log(u[0] - eB))


for name in hosts:
    z, h = 0.3 + 0.5j, 1e-4
    slope = (phase_function(z + h, name)
             - phase_function(z - h, name)) / (2 * h)
    F = solve_cpa(z, hosts[name][0], c, eA, eB)[1][0]
    assert abs(slope - F) < 1e-6
    for gap_energy in (z0 - 0.05, z0 + 0.2):
        above = phase_function(gap_energy + 1e-6j, name).imag / np.pi
        assert abs(above - (1 - c)) < 1e-4

# Semicircular host: real-energy density from the cubic equation for F.
m2 = variance["semicircle"]


def cubic_roots(z, eB_value):
    p, q = z - eA, z - eB_value
    centre = (1 - c) * eA + c * eB_value
    return np.roots([m2**2, -m2 * (p + q), p * q + m2, -(z - centre)])


def density(E, eB_value):
    return max(0.0, -np.min(cubic_roots(E, eB_value).imag)) / np.pi


def band_edges(eB_value):
    quartic = np.poly([eA, eA, eB_value, eB_value])
    quartic[2:] -= m2 * (c * np.poly([eB_value, eB_value])
                         + (1 - c) * np.poly([eA, eA]))
    r = np.roots(quartic)
    r = np.sort(r[np.abs(r.imag) < 1e-9].real)
    return r + m2 * (c / (r - eA) + (1 - c) / (r - eB_value))


def band_weight(low, high, eB_value):
    t = (np.arange(400) + 0.5) * np.pi / 400
    half, middle = (high - low) / 2, (high + low) / 2
    values = [density(middle + half * np.cos(x), eB_value) for x in t]
    return half * np.sum(np.array(values) * np.sin(t)) * np.pi / 400


eB_near = 0.1
z0_near = (1 - c) * eA + c * eB_near
Q_near = c * (1 - c) * (eB_near - eA) ** 2
assert Q > m2 > Q_near
split_data = {}
for eB_value in (eB, eB_near):
    test_z = 0.2 + 0.3j
    F = solve_cpa(test_z, semicircle, c, eA, eB_value)[1][0]
    assert np.min(np.abs(cubic_roots(test_z, eB_value) - F)) < 1e-9
    edges = band_edges(eB_value)
    assert edges.size == 4
    for edge, inward in zip(edges, (1, -1, 1, -1)):
        assert density(edge + inward * 1e-3, eB_value) > 1e-3
        assert density(edge - inward * 1e-3, eB_value) < 1e-6
    low_weight = band_weight(edges[0], edges[1], eB_value)
    high_weight = band_weight(edges[2], edges[3], eB_value)
    assert abs(low_weight - c) < 1e-6
    assert abs(high_weight - (1 - c)) < 1e-6
    gap = edges[1] + (edges[2] - edges[1]) * np.linspace(0.05, 0.95, 21)
    F_gap = solve_cpa(gap + 1e-9j, semicircle, c, eA, eB_value)[1]
    assert np.max(np.abs(F_gap.imag)) < 1e-6
    split_data[eB_value] = (edges, low_weight, high_weight, F_gap.real)
far, near = split_data[eB], split_data[eB_near]
assert far[3][0] > 0 > far[3][-1]
assert np.all(near[3] < 0)
assert near[0][1] < z0_near < near[0][2]
sigma_near = solve_cpa(z0_near + 1e-9j, semicircle, c, eA, eB_near)[0][0]
assert abs(sigma_near) < 10 and abs(sigma_near.imag) < 1e-5

# Gap threshold tested by counting bands in a scan of the density.
gap_split = np.sqrt(m2 * (c ** (1 / 3) + (1 - c) ** (1 / 3)) ** 3)
pole_split = np.sqrt(m2 / (c * (1 - c)))
for factor, expected in ((0.95, 1), (1.05, 2)):
    eB_value = eA + factor * gap_split
    scan = np.linspace(eA - 1.1, eB_value + 1.1, 4000)
    filled = np.array([density(E, eB_value) > 1e-6 for E in scan])
    assert np.sum(filled[1:] & ~filled[:-1]) == expected

print("Energy unit: D = half-width of the host band")
print(f"Concentration of A, c = {c:.3f}")
print(f"Site energies eA, eB = {eA:.3f}, {eB:.3f} D")
print(f"Mean site energy = {c * eA + (1 - c) * eB:.4f} D")
print(f"Predicted pole z0 = {z0:.6f} D")
print(f"Disorder variance Q = {Q:.6f} D^2")
for name in hosts:
    position, residue, lower, share = found[name]
    print(f"Host: {name}")
    print(f"  host variance m2 = {variance[name]:.6f} D^2")
    print(f"  pole from contour = {position:.6f} D")
    print(f"  residue from contour = {residue:.6f} D^2")
    print(f"  lower-subband weight = {lower:.6f} states per site")
    print(f"  A-site share of lower subband = {share:.6f}")
print("Semicircular host, main alloy")
print("  band edges = " + ", ".join(f"{x:.5f}" for x in far[0]) + " D")
print(f"  lower weight from density = {far[1]:.6f} states per site")
print(f"  upper weight from density = {far[2]:.6f} states per site")
print(f"Smallest eB-eA for a gap = {gap_split:.5f} D")
print(f"Smallest eB-eA for a pole = {pole_split:.5f} D")
print(f"Semicircular host, second alloy: eB = {eB_near:.3f} D")
print(f"  disorder variance Q = {Q_near:.6f} D^2")
print("  band edges = " + ", ".join(f"{x:.5f}" for x in near[0]) + " D")
print(f"  lower weight from density = {near[1]:.6f} states per site")
print(f"  upper weight from density = {near[2]:.6f} states per site")
print(f"  energy z0 = {z0_near:.5f} D")
print(f"  finite self-energy at z0 = {sigma_near.real:.5f} D")
print("all assertions hold")
```

Printed output:

```
Energy unit: D = half-width of the host band
Concentration of A, c = 0.200
Site energies eA, eB = -1.000, 2.000 D
Mean site energy = 1.4000 D
Predicted pole z0 = -0.400000 D
Disorder variance Q = 1.440000 D^2
Host: semicircle
  host variance m2 = 0.250000 D^2
  pole from contour = -0.400000 D
  residue from contour = 1.190000 D^2
  lower-subband weight = 0.200000 states per site
  A-site share of lower subband = 0.977778
Host: chain
  host variance m2 = 0.500000 D^2
  pole from contour = -0.400000 D
  residue from contour = 0.940000 D^2
  lower-subband weight = 0.200000 states per site
  A-site share of lower subband = 0.956352
Host: skewed
  host variance m2 = 0.210000 D^2
  pole from contour = -0.400000 D
  residue from contour = 1.230000 D^2
  lower-subband weight = 0.200000 states per site
  A-site share of lower subband = 0.980062
Semicircular host, main alloy
  band edges = -1.50924, -0.62486, 1.12517, 2.90893 D
  lower weight from density = 0.200000 states per site
  upper weight from density = 0.800000 states per site
Smallest eB-eA for a gap = 0.93064 D
Smallest eB-eA for a pole = 1.25000 D
Semicircular host, second alloy: eB = 0.100 D
  disorder variance Q = 0.193600 D^2
  band edges = -1.59756, -0.78584, -0.71602, 1.02669 D
  lower weight from density = 0.200000 states per site
  upper weight from density = 0.800000 states per site
  energy z0 = -0.78000 D
  finite self-energy at z0 = 1.79928 D
all assertions hold
```
